# Threshold distribution of short-gate transistors with Gaussian length variation

## What symmetry fixes

Let the threshold voltage of a transistor with gate length $L$ be

$$V_T(L)=V_\infty-R(L),\qquad R(L)=A e^{-L/\ell},\qquad A,\ell>0 .$$

$V_\infty$ is the long-gate threshold, $R$ the roll-off and $\ell$ the roll-off length. Across a population, $L=L_0+\sigma Z$, where $Z$ is a standard Gaussian variable. Lengthening every gate by $\delta$ multiplies every roll-off by the same factor $e^{-\delta/\ell}$. The nominal length therefore enters through one voltage,

$$D=A e^{-L_0/\ell},$$

and the other parameters combine into one pure number,

$$s=\sigma/\ell,\qquad R=D e^{-sZ}.$$

The displacement of the mean from the nominal threshold must be $D$ times a function of $s$. So must the standard deviation. The skewness, a ratio of voltages cubed, can depend on $s$ alone.

The symmetry $Z\to-Z$ says more. It turns $s$ into $-s$ without changing the population, so every average is even in $s$. The displacement then starts at order $s^2$. The third central moment has no $s^3$ term and starts at $s^4$; divided by the cube of a deviation of order $s$, it gives a skewness of order $s$. Two derivations below supply the functions.

Atomic units are used in the algebra. The elementary charge is then one, and a gate voltage and the corresponding electron energy have the same number. Device values are given in mV and nm.

## Where the exponential comes from

Take an undoped body of thickness $t$ between two gates, each behind an oxide of thickness $t_{ox}$. The permittivities are $\epsilon_s$ and $\epsilon_{ox}$. Below threshold, mobile charge is neglected and the potential $\varphi$ obeys Laplace's equation. Let $x$ run along the channel and $y$ across the body from its centre. Approximate

$$\varphi(x,y)=\varphi_c(x)+c(x)y^2 .$$

Let $V$ be the gate potential corrected for the work function. With a transverse oxide field, continuity of displacement at $y=t/2$ gives

$$\epsilon_s c\,t=\frac{\epsilon_{ox}}{t_{ox}}\left(V-\varphi_c-\frac{ct^2}{4}\right).$$

Solving for $V-\varphi_c$,

$$V-\varphi_c=c\left(\frac{\epsilon_s t t_{ox}}{\epsilon_{ox}}+\frac{t^2}{4}\right)=2c\Lambda^2,\qquad \Lambda^2=\frac{\epsilon_s t t_{ox}}{2\epsilon_{ox}}+\frac{t^2}{8}.$$

Laplace's equation at the centre is $\varphi_c''+2c=0$, so

$$\varphi_c''=\frac{\varphi_c-V}{\Lambda^2}.$$

Define threshold by a fixed value of the lowest potential along the channel, and take that value as zero. The source then lies at potential $B>0$. At low drain bias the drain does too. With $x$ measured from mid-channel,

$$\varphi_c-V=(B-V)\frac{\cosh(x/\Lambda)}{\cosh(L/2\Lambda)} .$$

In a long device $\varphi_c=V$ at mid-channel, so threshold occurs at $V=0$. In a short device it occurs at $V=-R$. Setting $\varphi_c(0)=0$ gives $R=(B+R)/\cosh(L/2\Lambda)$, hence

$$R=\frac{B}{\cosh(L/\ell)-1},\qquad \ell=2\Lambda .$$

Since $\cosh u-1=\tfrac12 e^u(1-e^{-u})^2$,

$$R=\frac{2B e^{-L/\ell}}{(1-e^{-L/\ell})^2}.$$

For $L\gg\ell$ the denominator tends to one. This is the exponential law with $A=2B$.

A drain bias $V_D$ changes the prefactor. In a long gate, with $x$ now measured from the source, the potential above $V$ is a sum of two exponentials, $a e^{-x/\Lambda}+b e^{-(L-x)/\Lambda}$. Their product $ab\,e^{-L/\Lambda}$ does not depend on $x$, so the sum is least where they are equal. Its minimum is $2\sqrt{ab}\,e^{-L/\ell}$. With $R\ll B$, $a\approx B$ and $b\approx B+V_D$, so $A=2\sqrt{B(B+V_D)}$. In this limit drain bias changes $D$ but leaves $s$, and hence the skewness, alone.

## First derivation: transform the density

Write $X=V_\infty-V_T=De^{-sZ}$. It is positive, so $V_T<V_\infty$. For $v<V_\infty$, the event $V_T<v$ means $De^{-sZ}>V_\infty-v$. Taking logarithms and dividing by $-s$, which reverses the inequality,

$$P(V_T<v)=\Phi\!\left(-\frac1s\ln\frac{V_\infty-v}{D}\right),$$

where $\Phi$ is the standard Gaussian cumulative probability. The derivative of the argument with respect to $v$ is $1/[s(V_\infty-v)]$. Therefore

$$f(v)=\frac{1}{(V_\infty-v)s\sqrt{2\pi}}\exp\left[-\frac{\ln^2((V_\infty-v)/D)}{2s^2}\right].$$

This is a lognormal density reflected in voltage and shifted to end at $V_\infty$. The median has $Z=0$ and equals the nominal threshold $V_\infty-D$. For the mode, put $x=V_\infty-v$ and set the derivative of $\ln f$ with respect to $x$ to zero:

$$-\frac1x-\frac{\ln(x/D)}{s^2x}=0,\qquad x=De^{-s^2}.$$

The mode is $V_\infty-De^{-s^2}$, above the median.

The moments of $X$ follow by completing the square:

$$\langle X^n\rangle=D^n\int\frac{e^{-z^2/2-nsz}}{\sqrt{2\pi}}dz
=D^n e^{n^2s^2/2}\int\frac{e^{-(z+ns)^2/2}}{\sqrt{2\pi}}dz=D^ne^{n^2s^2/2}.$$

Since $V_T=V_\infty-X$, the displacement of the mean from nominal is

$$\Delta=\langle V_T\rangle-(V_\infty-D)=-D\left(e^{s^2/2}-1\right).$$

Let $w=e^{s^2}$. Then $\langle X\rangle=Dw^{1/2}$, $\langle X^2\rangle=D^2w^2$ and $\langle X^3\rangle=D^3w^{9/2}$. The variance is

$$\sigma_V^2=D^2w^2-D^2w=D^2w(w-1).$$

The third central moment of $X$ is

$$\begin{aligned}
c_3&=\langle X^3\rangle-3\langle X\rangle\langle X^2\rangle+2\langle X\rangle^3\\
&=D^3\left(w^{9/2}-3w^{5/2}+2w^{3/2}\right)\\
&=D^3w^{3/2}(w-1)^2(w+2).
\end{aligned}$$

The last line uses $w^3-3w+2=(w-1)^2(w+2)$. Reflection from $X$ to $V_T$ changes the sign of $c_3$. Dividing by $\sigma_V^3=D^3w^{3/2}(w-1)^{3/2}$ gives

$$\gamma=-(e^{s^2}+2)\sqrt{e^{s^2}-1}.$$

Both factors are positive for $s>0$, so the skewness is negative.

## Second derivation: let the length spread grow

Start with identical gates and increase the length variance $\tau=\sigma^2$ from zero at fixed $L_0$. The Gaussian density $p(L,\tau)$ satisfies

$$\frac{\partial p}{\partial\tau}=\frac12\frac{\partial^2p}{\partial L^2},$$

because both sides equal $p\,[(L-L_0)^2/\tau^2-1/\tau]/2$. Multiply by a function $g(L)$, integrate over $L$, and integrate by parts twice:

$$\frac{d\langle g\rangle}{d\tau}=\frac12\left\langle\frac{d^2g}{dL^2}\right\rangle .$$

The boundary terms vanish for exponential $g$, since the Gaussian falls faster than any such function grows.

To find the distribution, use $q=\ln(X/D)=-(L-L_0)/\ell$ and $\theta=\tau/\ell^2=s^2$. Then $d^2/dL^2=\ell^{-2}d^2/dq^2$, and the density $h(q,\theta)$ obeys

$$\frac{\partial h}{\partial\theta}=\frac12\frac{\partial^2h}{\partial q^2},\qquad h(q,0)=\delta(q).$$

This is the equation just verified for a Gaussian, so $h=e^{-q^2/2\theta}/\sqrt{2\pi\theta}$. Since $dq=dX/X$, the density of $X$ is $h/X$, which is the lognormal density found above.

The moments need no integral over this density. For $g=X^n$, two derivatives with respect to $L$ give $n^2X^n/\ell^2$. Thus, with $M_n=\langle X^n\rangle$ and a prime for $d/d\theta$,

$$M_n'=\frac{n^2}{2}M_n .$$

Let $m=M_1$ and let $c_2$ be the variance. The mean obeys $m'=m/2$ with $m(0)=D$, so $m=De^{\theta/2}$, which again gives $\Delta$. For the variance,

$$c_2'=M_2'-2mm'=2(c_2+m^2)-m^2=2c_2+m^2 .$$

With $c_2(0)=0$, the solution is $c_2=D^2(w^2-w)$: its derivative is $D^2(2w^2-w)$, equal to $2c_2+D^2w$.

For the third central moment, differentiate $c_3=M_3-3mM_2+2m^3$:

$$c_3'=\frac92M_3-\frac32mM_2-6mM_2+3m^3 .$$

Insert $M_2=c_2+m^2$ and $M_3=c_3+3mc_2+m^3$. The $m^3$ terms have coefficient $\frac92-\frac{15}{2}+3=0$, and the $mc_2$ terms have $\frac{27}{2}-\frac{15}{2}=6$. Hence

$$c_3'=\frac92c_3+6mc_2,\qquad c_3(0)=0 .$$

The source $6mc_2$ is positive once there is any spread, so $c_3>0$ and the threshold skewness is negative before the equation is solved. Multiplication by $e^{-9\theta/2}$ gives

$$\frac{d}{d\theta}\left(c_3e^{-9\theta/2}\right)=6D^3\left(e^{-2\theta}-e^{-3\theta}\right).$$

Integration from zero yields

$$c_3=D^3w^{9/2}\left[3(1-w^{-2})-2(1-w^{-3})\right]
=D^3\left(w^{9/2}-3w^{5/2}+2w^{3/2}\right),$$

the earlier result. The same skewness follows.

## What each derivation assumes

Both use Gaussian lengths, an exponential roll-off, and one length for the whole of each device. They use these assumptions at different places.

The first route uses a monotonic roll-off, so that each threshold belongs to one length. Another length distribution or another monotonic law could be inserted at that step. The closed moments then require $\langle e^{-n(L-L_0)/\ell}\rangle$, which the Gaussian supplies.

The second route needs the Gaussian from the start, because it uses the diffusion equation. It does not need an exponential for its first consequence: for a smooth roll-off whose averages exist,

$$\frac{d\langle V_T\rangle}{d\tau}=-\frac12\langle R''(L)\rangle .$$

A convex roll-off therefore lowers the mean. The exponential closes the moment equations one by one, since the second derivative of each of its powers is proportional to that power. Cutting off the length distribution would add boundary terms here; in the first route it changes the integration limits and the normalization.

The moments by themselves would not have established the lognormal shape. Multiply $h(q)$ by $1+\tfrac12\sin(2\pi q/s^2)$, which stays positive. The change in the $n$th moment contains $\int e^{nq-q^2/2s^2}\sin(2\pi q/s^2)\,dq$. Shifting $q$ by $ns^2$ centres the Gaussian and changes the sine's phase by $2\pi n$. The integrand is then odd and the integral is zero. A different density thus has the same integer moments, which is why the second route also solved for $h$.

## Small spread and its meaning

For small $s$, $w-1=s^2(1+s^2/2+\cdots)$, and therefore

$$\Delta\approx-\frac{Ds^2}{2},\qquad \sigma_V\approx Ds,\qquad
\gamma\approx-3s\left(1+\frac{s^2}{4}\right)\left(1+\frac{s^2}{3}\right)\approx-3s\left(1+\frac{7s^2}{12}\right).$$

The first expression is $\tfrac12V_T''(L_0)\sigma^2$, because $V_T''=-D/\ell^2$. A gate shortened by a given amount loses more threshold than an equally lengthened gate gains. This curvature produces both the lower mean and the long low-voltage tail. To leading order the two are tied by $\gamma\approx6\Delta/\sigma_V$.

For large $s$, the formula gives $\gamma\approx-e^{3s^2/2}$, but this is a limit of the mathematical model. The integrand of $\langle X^n\rangle$ is centred at $Z=-ns$, or $L=L_0-n\sigma^2/\ell$. With increasing spread the higher moments draw on gates too short for the exponential law, and eventually on negative lengths.

## A silicon fin transistor

Take $L_0=25$ nm, $\sigma=1.5$ nm, $t=8$ nm, $t_{ox}=1$ nm, $V_\infty=350$ mV and $B=200$ mV at 300 K. Relative permittivities of 11.7 and 3.9 have ratio 3. Then

$$\Lambda^2=\frac{3(8)(1)}2+\frac{8^2}{8}=20\ \mathrm{nm}^2,\qquad \ell=2\Lambda=8.94\ \mathrm{nm}.$$

The nominal roll-off is $D=400e^{-2.795}=24.4$ mV, and $s=1.5/8.94=0.168$. With $w=1.0285$,

$$\begin{aligned}
\Delta&=-24.4(\sqrt{1.0285}-1)=-0.35\ \mathrm{mV},\\
\sigma_V&=24.4\sqrt{1.0285(0.0285)}=4.2\ \mathrm{mV},\\
\gamma&=-3.0285\sqrt{0.0285}=-0.51 .
\end{aligned}$$

In atomic units the displacement is $-1.3\times10^{-5}$ hartree and the deviation $1.5\times10^{-4}$ hartree. The mean, median and mode are 325.2, 325.6 and 326.2 mV. The displacement is small beside the spread, but the tails differ strongly. The cumulative formula puts 0.57% of devices more than three deviations below the mean and 0.002% more than three above it. A Gaussian puts 0.135% on each side.

The neglected exponentials matter here. The table keeps the dimensions, $B$ and the length distribution fixed. Its second row uses the full hyperbolic law. The third solves Laplace's equation by finite differences in body and oxide, with the end potential uniform in the body and falling linearly through the oxide; in the limit of a fine mesh its roll-off is about 0.06 mV lower, 27.1 mV, and its other three entries keep the digits shown. The fourth solves the one-dimensional equation for $\varphi_c$ numerically with $V_D=700$ mV. Moments in these three rows are 15-point Gauss–Hermite averages over length, whose shortest gate is 15 nm, well clear of zero length, where the hyperbolic law diverges; voltages are in mV.

| Model | $R(L_0)$ | $\Delta$ | $\sigma_V$ | $\gamma$ |
|---|---:|---:|---:|---:|
| exponential | 24.4 | −0.35 | 4.2 | −0.51 |
| hyperbolic | 27.7 | −0.56 | 5.5 | −0.66 |
| two-dimensional | 27.2 | −0.62 | 5.7 | −0.70 |
| high drain | 60.7 | −1.31 | 12.3 | −0.68 |

The hyperbolic law raises the roll-off by 13% relative to the exponential, but the displacement by 62%. The displacement follows the curvature. Differentiating $R=B/(\cosh u-1)$ twice, with $u=L/\ell$, gives

$$\frac{\ell^2R''}{R}=\coth^2\frac u2+\frac{1}{2\sinh^2(u/2)},$$

which is 1.42 at $L_0$ instead of one. The product $1.13\times1.42\approx1.6$ accounts for nearly all of the increase.

These dimensions and voltages are rough values for silicon fin transistors with gates of a few tens of nanometres; a 6% length deviation is a generous round choice. Real metal gates also break the assumption that length is the sole random variable. Suppose their grains are 5 nm across, with a work-function spread of 100 meV, under a gated width of 80 nm. There are $80(25)/5^2=80$ grains, and weighting them equally gives a threshold deviation $\sigma_G=100/\sqrt{80}=11$ mV, larger than the length contribution. This is a rough estimate: the lowest channel potential responds mainly to grains within about $\Lambda$ of it, so fewer grains count and the deviation is somewhat larger. Treat this noise first as Gaussian and independent of length, with $\sigma_G$ held at its value for $L_0$. In the cube of a sum of two independent, centred variables, the cross terms average to zero, so third central moments add. Hence

$$\gamma_{\rm tot}=\gamma\left(\frac{\sigma_V^2}{\sigma_V^2+\sigma_G^2}\right)^{3/2}=-0.02 .$$

The total deviation is 12 mV. With equal weighting, a longer gate also averages over more grains, so $\sigma_G^2$ varies as $1/L$. This adds $3\langle(V_T-\langle V_T\rangle)\sigma_G^2(L)\rangle\approx-3(D/\ell)(\sigma_G^2/L_0)\sigma^2$ to the third central moment and brings the skewness to about $-0.08$, which is still small. In this estimate the low-drain distribution is nearly symmetric, and the zero-mean noise leaves the mean displacement unchanged. Real grains also shift the mean, in two opposing ways. They move the top of the barrier along the channel, which raises the threshold, while current seeks the lowest barriers across the gated width, which lowers it. Either effect can outweigh $\Delta$, and the sign of their sum depends on how the current flows.

Other effects are smaller than the grain noise but can exceed $|\Delta|$:

- One trapped electron, with its charge spread over the gated area, shifts the threshold by $1/(C_{ox}WL)=2.3$ mV, where $C_{ox}$ is the oxide capacitance per area and $W$ the gated width.
- A fin 0.5 nm thicker, with $L$ and $B$ fixed, has 3.0 mV more roll-off by the exponential law and 3.9 mV more by the hyperbolic one. Its confinement energy also falls, which lowers the threshold further. For infinite walls the drop is 3.5 meV with silicon's lightest electron mass, 0.19, but it is smaller in the lowest subband, whose mass across the fin is heavier.
- Tunnelling through the top of the source barrier, taken as a parabola of curvature $D/\Lambda^2$ with a mass of 0.19 along the channel, raises the thermally averaged flux by 3%. If the barrier follows the gate voltage one for one, the same flux is reached with the threshold lower by $k_BT\ln1.031$, about 0.8 mV. This is a rough estimate. The barrier found above steepens away from its top, so well below the top it is thinner than the parabola and easier to tunnel through, but those energies carry little of the flux. Integrating the Schrödinger equation through that barrier, held flat beyond its ends, gives about 0.7 mV. The shift is smaller in fin orientations with a heavier transport mass: about 0.3 mV for a mass of 0.55, just below $|\Delta|$.

Much of such a shift is common to all devices if its cause is common; variation from device to device adds spread. The length distribution itself also has to be known far from its centre. Removing lengths beyond three deviations, 0.27% of the population, changes the exponential model's skewness from −0.51 to −0.46.

All numerical values are calculated from the stated model.
